# Zeeman levels of triplet O2 in a case (b) basis, part 1

(Sections cited here and not found follow in the second part.)

## Definitions and conventions

The molecule is \(^{16}\mathrm O_2\) in one vibrational level of its \(^3\Sigma_g^-\) ground state, with spin \(S=1\) and spinless nuclei. The unit vector \(\mathbf n=(\sin\theta\cos\phi,\sin\theta\sin\phi,\cos\theta)\) lies along the bond, \(\mathbf N\) is the rotational angular momentum acting on \(\mathbf n\), and \(\mathbf J=\mathbf N+\mathbf S\), in units of \(\hbar\). A static field \(\mathcal B\) points along the space axis \(Z\). The spin moment is \(-g\mu_B\mathbf S\) with \(g>0\), so the Zeeman energy is \(+zS_Z\) with \(z=g\mu_B\mathcal B\). The model is
\[ H=B\mathbf N^2+\tfrac23\lambda\left[3(\mathbf n\cdot\mathbf S)^2-\mathbf S^2\right]+\gamma\,\mathbf N\cdot\mathbf S+zS_Z , \]
with energies in cm\(^{-1}\) and fields in T. Centrifugal distortion, the anisotropy of \(g\) and the rotational magnetic moment are left out, and \(g\) is the free-electron value. The case (b) states \(|NJM\rangle\) couple \(N\) first and \(S\) second with Condon–Shortley phases; uncoupled states are written \(|N,M_N;M_S\rangle\), and \(n_\pm=\sin\theta\,e^{\pm i\phi}\).

An electronic-structure calculation gives the zero-field splitting of a clamped molecule as \(D[(\mathbf n\cdot\mathbf S)^2-\tfrac13\mathbf S^2]\), so \(D=2\lambda\). For \(S=1\) the spin operators have rank 0, 1 or 2; time reversal excludes rank 1 at zero field, and axial symmetry leaves one rank-2 component. The dipolar spin–spin interaction and second-order spin–orbit coupling therefore both enter through this one form, and \(\lambda\) must be their sum. Turning \(B,\lambda,\gamma,g\) into levels of the rotating molecule requires three choices: the rotational cut-off \(N_{\max}\), whether elements between different \(N\) are kept, and how levels are labelled as the field grows.

## Allowed values of N

The orbital function \(\psi(\mathbf r;\mathbf R)\) of a \(\Sigma\) state can be phased so that it is unchanged when electrons and the internuclear vector are rotated together. Exchange of the nuclei sends \(\mathbf R\to-\mathbf R\) with electrons and spin fixed. With \(C_2\) the half-turn about an axis \(x\) perpendicular to the bond,
\[ \psi(\mathbf r;-\mathbf R)=\psi(C_2\mathbf r;\mathbf R)=\chi(C_2)\,\psi(\mathbf r;\mathbf R). \]
Since \(\mathrm{diag}(1,-1,-1)=(-1)\,\mathrm{diag}(-1,1,1)\), \(C_2\) is inversion times the reflection \(\sigma_v\). In the determinant with open shell \(\pi_{gx}\pi_{gy}\), inversion gives \(+1\), and \(\sigma_v\) reverses \(\pi_{gx}\) alone and gives \(-1\); doubly occupied orbitals contribute squares. Thus \(\chi(C_2)=-1\). The rotational factor gives \((-1)^N\), and spin-0 nuclei require \(-(-1)^N=+1\), so \(N\) is odd. The numerical check confirms these characters, at the mean-field level, on a UHF/6-31G determinant at 1.2 Å.

## Matrix elements

The first three terms of \(H\) are scalars under joint rotation of \(\mathbf n\) and \(\mathbf S\) and conserve \(J\) and \(M\). The Zeeman term conserves \(N\) and \(M\). The matrix is therefore block diagonal in \(M\). From \(\mathbf J^2=\mathbf N^2+\mathbf S^2+2\mathbf N\cdot\mathbf S\),
\[ \mathbf N\cdot\mathbf S=\tfrac12[J(J+1)-N(N+1)-2], \]
which equals \(N\), \(-1\) and \(-(N+1)\) for \(J=N+1\), \(N\) and \(N-1\).

### Spin–spin term

A spin-1 state is a Cartesian vector with \((S_k)_{ij}=-i\epsilon_{kij}\), so a rotor-spin state is a vector field \(\mathbf v(\mathbf n)\) and \((\mathbf n\cdot\mathbf S)\mathbf v=i\,\mathbf n\times\mathbf v\). Applying this twice,
\[ (\mathbf n\cdot\mathbf S)^2\mathbf v=-\mathbf n\times(\mathbf n\times\mathbf v)=\mathbf v-\mathbf n(\mathbf n\cdot\mathbf v), \]
which is unity minus the projector on radial fields. The field \(\mathbf n\) is invariant under joint rotations, so the radial field with quantum numbers \(J,M\) is \(|r\rangle=\mathbf nY_{JM}\), of unit norm. It changes by \((-1)^{J+1}\) under \(\mathbf n\to-\mathbf n\), so \(|r\rangle=\alpha|N{=}J{-}1\rangle+\beta|N{=}J{+}1\rangle\). Because \(\mathbf N\) is a first-order derivative and \(n_i\) has \(N=1\),
\[ \mathbf N^2(n_iY)=2n_iY+J(J+1)n_iY+2(\mathbf Nn_i)\cdot(\mathbf NY). \]
Contraction with \(n_i\) removes the last term, as \(\sum_in_i\mathbf Nn_i=\tfrac12\mathbf N(\mathbf n\cdot\mathbf n)=0\). Hence \(\langle r|\mathbf N^2|r\rangle=J^2+J+2\), and with \(\alpha^2=1-\beta^2\),
\[ J^2-J+(4J+2)\beta^2=J^2+J+2,\qquad \beta^2=\frac{J+1}{2J+1},\quad\alpha^2=\frac{J}{2J+1}. \]
The signs follow at \(M=J\), where \(Y_{JJ}\) is a positive multiple of \((-1)^Jn_+^J\). The \(M_S=+1\) component of \(\mathbf n\) is \(-n_-/\sqrt2\), and \(-n_-Y_{JJ}\propto(-1)^{J-1}\sin^2\theta\,n_+^{J-1}\) has positive overlap with \(Y_{J-1,J-1}\), so \(\alpha>0\). The \(M_S=0\) component \(\cos\theta\,Y_{JJ}\) is a positive multiple of \(Y_{J+1,J}\). In the state \(N=J+1\), the coefficient \(c_1\) of \(|N,N;-1\rangle\) is positive by convention, and \(J_+|JJ\rangle=0\) gives \(\sqrt2c_1+\sqrt{2N}c_2=0\) for the coefficient \(c_2\) of \(|N,N{-}1;0\rangle\). Then \(c_2<0\) and \(\beta c_2>0\), so \(\beta<0\).

The spin–spin term is \(2\lambda(1-|r\rangle\langle r|)-\tfrac43\lambda=\tfrac23\lambda-2\lambda|r\rangle\langle r|\). Its diagonal elements are \(\tfrac23\lambda\) for \(N=J\) and
\[ \tfrac23\lambda-2\lambda\alpha^2=-\tfrac23\lambda\frac{J-1}{2J+1}\ \ (N=J-1),\qquad \tfrac23\lambda-2\lambda\beta^2=-\tfrac23\lambda\frac{J+2}{2J+1}\ \ (N=J+1), \]
and the \(N\)-mixing element is
\[ V_J=-2\lambda\alpha\beta=2\lambda\frac{\sqrt{J(J+1)}}{2J+1}. \]
Since \(4J(J+1)<(2J+1)^2\), \(|V_J|<|\lambda|\) for every \(J\).

### Zeeman term

Within one \(J\) the projection theorem gives \(\langle S_Z\rangle=M\langle\mathbf S\cdot\mathbf J\rangle/[J(J+1)]\) with \(\mathbf S\cdot\mathbf J=\mathbf N\cdot\mathbf S+2\). The result is \(M/J\) for \(N=J-1\), \(M/[J(J+1)]\) for \(N=J\), \(-M/(J+1)\) for \(N=J+1\), and zero for \(J=0\).

Between \(J\) and \(J-1\) the Wigner–Eckart theorem gives \(\langle NJM|S_Z|N,J{-}1,M\rangle=-R\sqrt{J^2-M^2}\), with \(R\) independent of \(M\). For \(J=N+1\) take \(M=N\). Lowering the stretched state \(|N,N;1\rangle\) and forming the orthogonal partner,
\[ |N{+}1\rangle=\frac{\sqrt N|N,N{-}1;1\rangle+|N,N;0\rangle}{\sqrt{N+1}},\qquad |N\rangle=\frac{\sqrt N|N,N;0\rangle-|N,N{-}1;1\rangle}{\sqrt{N+1}} . \]
The element of \(S_Z\) between them is \(-\sqrt N/(N+1)\), and \(J^2-M^2=2N+1\), so \(R_+=\sqrt{N/(2N+1)}/(N+1)\). For \(J=N\) take \(M=0\): the diagonal elements vanish and the trace of \(S_Z^2\) over \(M_S=1,0,-1\) is 2, so \(R_+^2(N+1)^2+R_-^2N^2=1\) and \(R_-^2=(N+1)/[N^2(2N+1)]\). For the sign take \(M=N-1\). The condition \(J_+=0\) makes the coefficients of \(|N,N;-1\rangle\) and \(|N,N{-}2;1\rangle\) in the \(J=N-1\) state both positive, while \(J_-|N\rangle\) has coefficients \(+\) and \(-\) on them. Weighted by \(M_S=-1\) and \(+1\), both products are negative, so \(R_->0\).

The numerical check compares these elements with their 3j–6j forms and with the defining operators built by angular quadrature in the uncoupled basis, element by element and through the spectra.

## Structure of a block and the algorithm

Order the states with \(J\ge|M|\) as \((N,J)=(1,0),(1,1),(1,2),(3,2),(3,3),(3,4),(5,4),\dots\) The Zeeman term links neighbours inside one \(N\), and \(V_J\) links \((N,N{+}1)\) to \((N{+}2,N{+}1)\). Each block is tridiagonal, which has three consequences.

Reversing the phase of all states beyond a link reverses the sign of that link, so the signs of the off-diagonal elements do not affect energies. The diagonal depends on \(M\) and \(z\) through \(Mz\), so \(E(M,\mathcal B)=E(-M,-\mathcal B)\).

For \(z\ne0\) and \(\lambda\ne0\) no link vanishes. Row \(k\) of the eigenvalue equation then fixes component \(k+1\) from the earlier ones, each eigenvalue has a single eigenvector, and levels of one \(M\) cannot cross. The energy order within a block is an adiabatic label.

Truncation at \(N_{\max}\) cuts one link, \(V_J\) with \(J=N_{\max}+1\). The truncated eigenvalues are variational upper bounds. To leading order in the cut link the error is \(V_J^2a^2/\Delta E\), where \(a\) is the amplitude on the last retained state and \(\Delta E\) is the distance to the manifold \(N_{\max}+2\). In a field that manifold is spread over about \(\pm z\), so this is an estimate of size and not a bound: with \(\Delta E\) measured to \(B(N_{\max}+2)(N_{\max}+3)\) and the constants of the worked example, it falls below the actual error by up to 15% for \(N_{\max}=3\) (\(M=2\) at 5 T, \(M=0\) at 20 T) and by about 4% for \(N_{\max}=5\) (\(M=0\) at 20 T).

The algorithm lists the basis for each \(M\), builds the four parameter-free matrices multiplying \(B\), \(\lambda\), \(\gamma\) and \(z\) once, and diagonalises their sum at each field. The Hellmann–Feynman theorem gives \(\langle S_Z\rangle=dE/dz\), which measures spin decoupling from the slopes alone.

## Zero and weak field

With \(N\) odd, an odd \(J\) has the single state \(N=J\), \(J=0\) has the single state \(N=1\), and an even \(J\ge2\) has a \(2\times2\) block. Its diagonal difference, \(N=J+1\) minus \(N=J-1\), is
\[ \Delta_J=B(4J+2)-\tfrac23\lambda\frac{3}{2J+1}-\gamma(2J+1)=(2J+1)(2B-\gamma)-\frac{2\lambda}{2J+1}. \]
The lower state is \(\cos\chi|J{-}1\rangle-\sin\chi|J{+}1\rangle\) with \(\tan2\chi=2V_J/\Delta_J\), shifted by \(\tfrac12[\Delta_J-(\Delta_J^2+4V_J^2)^{1/2}]\).

As \(S_Z\) does not connect different \(N\), the first-order shift \(g_J\mu_B\mathcal BM\) is a weighted mean of the diagonal elements:
\[ g_J=g\left[\frac{\cos^2\chi}{J}-\frac{\sin^2\chi}{J+1}\right]\ \text{(lower)},\qquad g_J=g\left[\frac{\sin^2\chi}{J}-\frac{\cos^2\chi}{J+1}\right]\ \text{(upper)}, \]
and \(g_J=g/[J(J+1)]\) for odd \(J\). The \(J=0\) level has no linear shift. It is linked to \((1,1)\) with squared element \(R_-^2=\tfrac23\), across the gap
\[ (2B+\tfrac23\lambda-\gamma)-(2B-\tfrac43\lambda-2\gamma)=2\lambda+\gamma, \]
so its leading shift is \(-\tfrac23z^2/(2\lambda+\gamma)\). The field \(\mathcal B_d=(2\lambda+\gamma)/(g\mu_B)\), at which \(z\) equals this gap, is taken as the decoupling field of this level. It sets the scale of the quadratic term; from fourth order on, the gap to \(J=2\), reached through \((1,1)\), enters as well.

## Strong field

Write \(\mathbf n\cdot\mathbf S=\cos\theta\,S_Z+\tfrac12(n_-S_++n_+S_-)\), square it, and sort by the change in \(M_S\). With \(S_+S_-+S_-S_+=2(2-S_Z^2)\), the diagonal part is \(M_S^2\cos^2\theta+\tfrac12(2-M_S^2)\sin^2\theta\). Three times this, minus 2, is
\[ \tfrac32(3M_S^2-2)\cos^2\theta-\tfrac12(3M_S^2-2)=(3M_S^2-2)P_2(\cos\theta). \]
Projected on one \(M_S\), the Hamiltonian is
\[ H_{\rm eff}=zM_S+B\mathbf N^2+\tfrac23\lambda(3M_S^2-2)P_2(\cos\theta)+\gamma M_NM_S . \]
The \(P_2\) term connects \(N\) with \(N\pm2\) and does not depend on the field. Decoupling makes \(M_S\) and \(M_N\) good labels, but the eigenstates of \(H_{\rm eff}\), called pendular below, keep some mixing of \(N\) however strong the field. In the worked example this mixing is weak: the lowest \(M_S=-1\) states have an \(N>1\) weight of about 0.1%.

The couplings out of \(M_S=-1\) follow from \(S_+|{-1}\rangle=\sqrt2|0\rangle\) and \(S_+^2|{-1}\rangle=2|1\rangle\). The \(\Delta M_S=1\) part of the square is \(\tfrac12\cos\theta\,n_-(S_ZS_++S_+S_Z)\), whose bracket gives \(0-\sqrt2\); the \(\Delta M_S=2\) part is \(\tfrac14n_-^2S_+^2\). Multiplying by \(2\lambda\) and adding \(\tfrac12\gamma N_-S_+\),
\[ W_1=-\sqrt2\lambda\cos\theta\,n_-+\gamma N_-/\sqrt2,\qquad W_2=\lambda n_-^2 . \]
When \(z\) far exceeds the rotational intervals, the second-order denominators reduce to \(z\) and \(2z\). For a pendular eigenstate \(\psi\) with energy \(E_{\rm pend}\),
\[ E=-z+E_{\rm pend}+\frac cz+O(z^{-2}),\qquad c=-\|W_1\psi\|^2-\tfrac12\|W_2\psi\|^2 . \]
The check tests \(c\) and the residual \(N>1\) weight against the case (b) matrix at a formal field of 5000 T, which serves as a mathematical limit of the model.

This part has derived the matrix elements of the model, shown that each \(M\) block is tridiagonal, and obtained formulas for the weak-field and strong-field levels. What remains is the avoided crossing between \(N=1\) and \(N=3\), a worked numerical example, and the choice of cut-off, mixing, labels and input constants.
